# The ground level of \(f^n\) between LS and jj coupling, part 2

A free ion has \(n\) electrons in one \(f\) shell with common radial function \(P(r)\). Its ground level is followed from LS to jj coupling, using Gaussian units and angular momenta in units of \(\hbar\):
\[ H=V+\zeta W,\quad V=\sum_{i<j}\frac{e^2}{r_{ij}},\quad W=\sum_i\mathbf l_i\cdot\mathbf s_i,\quad \zeta>0. \]
The Slater integrals are \(F^k=e^2\iint P^2(r)P^2(r')\,r_<^k/r_>^{k+1}\,dr\,dr'\), and \(x=\zeta/F^2\) (2 is an index). Hydrogenic \(4f\) ratios are \(F^4/F^2=0.66815\), \(F^6/F^2=0.49432\).

In the ground level \(w=\langle W\rangle\), and \(n_5,n_7\) electrons have \(j=5/2,7/2\), each contributing \(-2,\tfrac32\) to \(W\):
\[ n_5=\frac{3n-2w}{7},\qquad n_7=n-n_5=\frac{4n+2w}{7}. \tag{1} \]
As \(\zeta\) grows, \(w\) never rises; at a crossing it can only jump down.
\[ w_{jj}\le w(\zeta)\le w_{LS}. \tag{3} \]
\[ w=dE_0/d\zeta . \tag{4} \]

**LS limit.** Within the Hund term \(W\to\mu\,\mathbf L\cdot\mathbf S\), \(\mu=\pm1/2S\) (\(+\) for \(n<7\), \(-\) for \(n>7\)).
\[ w_{LS}=-\tfrac12(L+1)\ \ (n<7),\qquad 0\ \ (n=7),\qquad -\tfrac12L\ \ (n>7). \tag{5} \]
With \(|0\rangle\) the Hund state and \(m\) the other terms of \(V\), at energies \(E^{(0)}_m\),
\[ w=w_{LS}+a_nx+O(x^2),\qquad a_n=-2F^2\sum_{m\ne0}\frac{|\langle m|W|0\rangle|^2}{E^{(0)}_m-E^{(0)}_0}\le0 . \tag{6} \]
For \(f^7\), \(W\) couples \({}^8S\) only to \({}^6P\), with squared element 14 and gap \(\Delta_P\):
\[ \Delta_P=\sum_k\frac{k(k+1)}{168}\mathcal C_kF^k=\frac{F^2}{15}+\frac{5F^4}{33}+\frac{175F^6}{429},\qquad a_7=-\frac{2\cdot14\,F^2}{\Delta_P}. \tag{7} \]
Here \(\mathcal C_k=28/15,14/11,700/429\) for \(k=2,4,6\). For \(f^7\), \(w\) is odd in \(\zeta\), so the correction to \(a_7x\) is of order \(x^3\); \(W\) has no diagonal element in \({}^6P_{7/2}\).

Particle–hole symmetry gives \(E^{(14-n)}(\zeta)=E^{(n)}(-\zeta)+\text{const}\) for the whole spectrum, and
\[ w_{14-n}(\zeta)=-w_n(-\zeta). \tag{8} \]

**jj limit.**
\[ w_{jj}=-2n\ \ (n\le6),\qquad w_{jj}=\tfrac32n-21=-\tfrac32(14-n)\ \ (n\ge6). \tag{9} \]
\[ w=w_{jj}+b_n/x^2+O(x^{-3}), \tag{10} \]
\[ b_n=\sum_{p=1,2}\frac{\|\mathcal P_pV|0\rangle\|^2}{(7p/2)(F^2)^2}. \]
Here \(|0\rangle\) is the jj ground state and \(\mathcal P_p\) projects on states with \(p\) electrons promoted from \(5/2\) to \(7/2\).

**Two electrons.** \(W=\tfrac12\mathbf L\cdot\mathbf S+\tfrac12(\mathbf l_1-\mathbf l_2)\cdot(\mathbf s_1-\mathbf s_2)\); the second part connects only singlets with triplets. With \(F_2=F^2/225\), \(F_4=F^4/1089\), \(F_6=25F^6/184041\) and \(F^0\) omitted, the \(f^2\) term energies have coefficients of \((F_2,F_4,F_6)\): \({}^3H:(-25,-51,-13)\), \({}^3F:(-10,-33,-286)\), \({}^1G:(-30,97,78)\), \({}^1I:(25,9,1)\).

## Part (f)

*Does the ground level keep its \(J\) from one limit to the other? Examine the competition of \(J=6\) and \(J=4\) in \((7/2)^2\).*

**Answer.** By (8), \(f^{12}\) is \(f^2\) with \(-\zeta\), whose jj ground configuration is the eigenvalue \(W=3\), that is \((7/2)^2\). In \(f^8\) the same pair sits outside the closed \((5/2)^6\), whose field is a scalar and shifts all \(J\) equally. The energies follow from the LS content of \((7/2)^2\).

For \(J=6\), the basis \(({}^3H_6,{}^1I_6)\) has diagonal \(\tfrac12\cdot5=\tfrac52\) and 0. The eigenvalues are \(3\) and \(\tfrac32-2=-\tfrac12\), so the squared off-diagonal element is \(3/2\). The eigenvector for 3 obeys \(-\tfrac12\alpha+\sqrt{3/2}\,\beta=0\), giving weights \(6/7\) and \(1/7\) and \(E_6=-\tfrac{125}7F_2-\tfrac{297}7F_4-11F_6\).

For \(J=4\), the basis \(({}^3H_4,{}^3F_4,{}^1G_4)\) has diagonal \(\tfrac12(-6)=-3\), \(\tfrac12\cdot3=\tfrac32\), 0. The two triplets are not connected, since \(\tfrac12\mathbf L\cdot\mathbf S\) conserves \(L\). Call the couplings to the singlet \(y_H,y_F\). The eigenvalues are \(3,-\tfrac12,-4\). The trace of \(W^2\) gives \(9+\tfrac94+2(y_H^2+y_F^2)=9+\tfrac14+16\), so \(y_H^2+y_F^2=7\). The determinant gives \(3y_F^2-\tfrac32y_H^2=6\). Hence \(y_H^2=10/3\), \(y_F^2=11/3\). For the eigenvalue 3 and singlet amplitude 1, the triplet amplitudes are \(y_H/6\) and \(y_F/\tfrac32\), with squares \(5/54\) and \(88/54\). The weights are \(5:88:54\) over 147, and
\[ E_4=\frac{-125-880-1620}{147}F_2+\frac{-255-2904+5238}{147}F_4+\frac{-65-25168+4212}{147}F_6=-\tfrac{125}7F_2+\tfrac{99}7F_4-143F_6 . \]
The \(F_2\) parts are equal, and
\[ E_4-E_6=\tfrac{396}7F_4-132F_6=\tfrac4{77}F^4-\tfrac{100}{5577}F^6 . \]
Since \(r_</r_>\le1\), any \(P\) has \(F^6\le F^4\), and \(4\cdot5577>100\cdot77\), so \(J=6\) lies below \(J=4\) in the jj limit for any radial function. Here the gap is \(0.03471-0.00886=0.02585\,F^2\).

For the general statement there is only a numerical result: with the hydrogenic ratios, the ground \(J\) equals the Hund \(J\) for every \(n\) at all 37 points of a logarithmic grid from \(x=10^{-4}\) to \(10^2\). A crossing and recrossing between two grid points is not excluded by this test. With the unphysical ratios \(0.15\) and \(0.50\), \(f^{12}\) does change from \(J=6\) to \(J=4\), at \(x=1.42\), and \(w\) jumps down from \(-2.9991\) to \(-2.9999\), in the direction required by part (b).

## Part (g)

*Give \(w(\zeta)\) for \(f^{12}\) exactly, recover \(a_{12}\) and \(b_{12}\), and find where the two expansions converge.*

**Answer.** The \(J=6\) block is the \(2\times2\) matrix of part (f) with \(W\to-W\). Measured from \(E({}^3H)\), its diagonal is \(-\tfrac52\zeta\) and \(D\), and the squared off-diagonal element is \(\tfrac32\zeta^2\), with
\[ D=50F_2+60F_4+14F_6=\tfrac29F^2+\tfrac{20}{363}F^4+\tfrac{350}{184041}F^6=0.25997\,F^2 . \]
The lower root is \(E_0=\tfrac12(D-\tfrac52\zeta)-\tfrac12R\), \(R=\sqrt{(D+\tfrac52\zeta)^2+6\zeta^2}\). Since \(dR/d\zeta=[\tfrac52(D+\tfrac52\zeta)+6\zeta]/R\), equation (4) gives
\[ w=-\frac54-\frac{\tfrac52(D+\tfrac52\zeta)+6\zeta}{2R}. \tag{11} \]
At \(\zeta=0\), \(R=D\) and \(w=-\tfrac52\). At \(\zeta\to\infty\), \(R\to\tfrac72\zeta\), the numerator tends to \(\tfrac{49}4\zeta\), and \(w=-\tfrac54-\tfrac74=-3\). Formula (6) gives \(a_{12}=-2\cdot\tfrac32F^2/D=-3/0.25997=-11.54\). In the jj basis the off-diagonal element of \(V\) squared is \(\tfrac67\cdot\tfrac17D^2\) with \(p=1\), so \(b_{12}=\tfrac6{49}(0.25997)^2/\tfrac72=0.002365\).

The only singularities of (11) are the zeros of \(R^2=D^2+5D\zeta+\tfrac{49}4\zeta^2\). They are a complex pair with product \(4D^2/49\), so \(|\zeta|=2D/7\), or \(|x|=0.074\). The series in \(x\) converges below this value and the series in \(1/x\) above it.

## Part (h)

*Tabulate the results for all \(n\) and describe the crossover. Define \(x_{1/2}\) by \(w=(w_{LS}+w_{jj})/2\).*

**Answer.** The limits follow from (5), (9) and (1).

| \(n\) | level | \(w_{LS}\) | \(w_{jj}\) | \(n_5\) LS | \(n_5\) jj |
|---|---|---|---|---|---|
| 1 | \({}^2F_{5/2}\) | −2 | −2 | 1 | 1 |
| 2 | \({}^3H_4\) | −3 | −4 | 1.714 | 2 |
| 3 | \({}^4I_{9/2}\) | −3.5 | −6 | 2.286 | 3 |
| 4 | \({}^5I_4\) | −3.5 | −8 | 2.714 | 4 |
| 5 | \({}^6H_{5/2}\) | −3 | −10 | 3 | 5 |
| 6 | \({}^7F_0\) | −2 | −12 | 3.143 | 6 |
| 7 | \({}^8S_{7/2}\) | 0 | −10.5 | 3 | 6 |
| 8 | \({}^7F_6\) | −1.5 | −9 | 3.857 | 6 |
| 9 | \({}^6H_{15/2}\) | −2.5 | −7.5 | 4.571 | 6 |
| 10 | \({}^5I_8\) | −3 | −6 | 5.143 | 6 |
| 11 | \({}^4I_{15/2}\) | −3 | −4.5 | 5.571 | 6 |
| 12 | \({}^3H_6\) | −2.5 | −3 | 5.857 | 6 |
| 13 | \({}^2F_{7/2}\) | −1.5 | −1.5 | 6 | 6 |

For \(n=1\) and 13 the block has dimension 1 and nothing depends on \(x\). For the other \(n\), diagonalization gives \(w\) as follows.

| \(n\) | \(x=0.01\) | 0.02 | 0.05 | 0.1 | \(x_{1/2}\) |
|---|---|---|---|---|---|
| 2 | −3.546 | −3.757 | −3.930 | −3.979 | 0.0087 |
| 3 | −4.281 | −4.805 | −5.535 | −5.842 | 0.0187 |
| 4 | −4.335 | −5.063 | −6.603 | −7.541 | 0.0311 |
| 5 | −4.065 | −5.155 | −8.053 | −9.529 | 0.0324 |
| 6 | −3.301 | −4.995 | −10.077 | −11.610 | 0.0298 |
| 7 | −0.760 | −1.535 | −4.101 | −8.756 | 0.0615 |
| 8 | −2.337 | −3.142 | −5.458 | −7.955 | 0.0472 |
| 9 | −3.345 | −4.100 | −5.835 | −6.992 | 0.0337 |
| 10 | −3.705 | −4.260 | −5.225 | −5.729 | 0.0253 |
| 11 | −3.326 | −3.574 | −4.012 | −4.286 | 0.0293 |
| 12 | −2.600 | −2.676 | −2.812 | −2.907 | 0.0335 |

The occupations at \(x=0.02\), \(0.05\) and \(0.2\) and all \(a_n,b_n\) are in the check output.

The crossover occurs at \(x\) between about 0.01 and 0.06, far below 1. The scale is set by (6): extrapolating the straight line to the midpoint gives \(x_{1/2}\approx(w_{LS}-w_{jj})/2|a_n|\), and \(|a_n|\) lies between 75 and 117 for \(n=2\) to 10. This rough rule gives \(0.5/89.3=0.0056\) for \(n=2\) and \(5.25/75.8=0.069\) for \(n=7\), and it agrees with the tabulated \(x_{1/2}\) within a factor 1.6 for all \(n\). For \(f^7\) the origin of the large slope is explicit in (7): a squared matrix element of 14 over a gap that is only \(0.37F^2\).

The half-filled shell has both the largest span, 10.5, and the smallest \(|a_n|\) among \(n=2\) to 10, and it crosses over last. Its LS occupation \(n_5=3=7\cdot\tfrac6{14}\) is the statistical share. Going from \(n=6\) to \(n=7\) lowers \(n_5\) at every tabulated \(x\): from 3.999 to 3.438 at \(x=0.02\), from 5.451 to 4.172 at \(0.05\), from 5.972 to 5.935 at \(0.2\).

The curves differ in shape. For \(n=2\) and \(12\), \(|w|\) grows more slowly than the initial slope, but for \(n=6\) it at first grows faster, before it saturates: \(w(0.01)=-3.301\) against the linear \(-2-1.160=-3.160\), while at \(x=0.1\) the linear value \(-13.60\) already lies below the exact \(-11.610\). For \(n=7\) the deviation from \(a_7x\), taken before rounding, is \(-0.0192\) at \(x=0.02\) and \(-0.3127\) at \(0.05\). The ratio is about 16, close to \(2.5^3=15.6\), as the cubic law of part (d) suggests. Its sign can be read from the fourth-order energy. With no diagonal element in \({}^8S\) or \({}^6P\), this is \(\zeta^4[14^2/\Delta_P^3-(14/\Delta_P^2)\sum_{m\neq0}|\langle m|W|{}^6P\rangle|^2/(E_m^{(0)}-E_0^{(0)})]\). The first term alone, which is the two-level result, would bend \(w\) towards saturation. The negative deviation therefore shows that the coupling of \({}^6P\) to further terms outweighs it. That a similar chain of couplings explains \(f^6\) is a conjecture.

## Part (i)

*Take the round model values \(F^2=8\) eV, \(\zeta=0.40\) eV. Give \(w\), \(n_5\), \(n_7\) for \(f^6\), \(f^7\), \(f^{12}\) and judge the leading-order estimates (6) and (10).*

**Answer.** Here \(x=0.05\), \(F^4=5.345\) eV, \(F^6=3.955\) eV. Errors below are relative to the span \(w_{LS}-w_{jj}\).

For \(f^{12}\), \(D=2.0798\) eV, \(D+\tfrac52\zeta=3.0798\) eV, and \(R=\sqrt{9.4852+0.96}=3.2319\) eV. Equation (11) gives \(w=-1.25-(7.6995+2.4)/6.4638=-2.8125\), so \(n_5=(36+5.625)/7=5.946\) and \(n_7=6.054\). The linear estimate \(-2.5-11.540\times0.05=-3.077\) and the jj estimate \(-3+0.002365/0.0025=-2.054\) both violate the bounds (3), with errors of 53% and 152% of the span 0.5. The value \(x=0.05\) lies outside the convergence range of the \(1/x\) series and at two thirds of the radius of the \(x\) series. The \({}^3H\) weight is still 0.9765, and \(\langle S^2\rangle=2\times0.9765=1.953\), yet \(w\) has covered \(0.3125/0.5\), about 62%, of its span. The cross term explains this: \(w=-\tfrac52(0.9765)-2\sqrt{3/2}\,\sqrt{0.9765\times0.0235}=-2.441-0.371=-2.812\). A Hund weight near 1 does not mean that \(w\) is near \(w_{LS}\); even the jj state is \(6/7\) \({}^3H\).

For \(f^7\), \(\Delta_P=0.36955\times8=2.956\) eV, about \(23\,850\ \text{cm}^{-1}\). The exact \(w=-4.101\) gives \(n_5=(21+8.202)/7=4.172\) and \(n_7=2.828\). The \({}^8S\) weight is 0.74 and \(\langle S^2\rangle=13.74\), against \(63/4\) for the pure octet. The linear estimate \(-75.768\times0.05=-3.788\) is off by 3% of the span 10.5. The jj estimate \(-10.5+0.008706/0.0025=-7.018\) is off by 28%.

For \(f^6\) the roles are reversed. The exact \(w=-10.077\) gives \(n_5=(18+20.154)/7=5.451\) and \(n_7=0.549\). The \({}^7F\) weight is 0.34 and \(\langle S^2\rangle=7.12\), against 12 for the pure septet. The jj estimate \(-12+0.005654/0.0025=-9.74\) is off by 3% of the span 10, the linear estimate \(-2-116.01\times0.05=-7.80\) by 23%. The interval from \(J=0\) to the lowest \(J=1\) level would be \(\mu\zeta\cdot1=\zeta/6=0.067\) eV in first-order LS theory. The exact value is 0.554 eV, about \(4470\ \text{cm}^{-1}\). In the jj limit a \(J=1\) state needs one promotion, since \((5/2)^6\) has only \(J=0\), so the interval tends to \(7\zeta/2\) plus Coulomb terms of order \(F^2\).

At one and the same \(x\), then, the jj estimate is the better one for \(f^6\) and the LS estimate for \(f^7\). The position of \(x_{1/2}\) does not decide this: \(f^{12}\) has \(x_{1/2}=0.0335<0.05\), yet its jj estimate is the worse of the two. The 3% for \(f^6\) is also accidental. From the tabulated \(w\), the product \((w-w_{jj})x^2\) is 0.0048 at \(x=0.05\) but 0.0039 at \(x=0.1\), against \(b_6=0.0057\), so the leading term is relatively worse at the larger \(x\). The \(1/x\) series of \(f^6\) does not converge at \(x=0.05\): there the \(x^{-3}\) term is larger than the \(x^{-2}\) term, and adding it makes the estimate worse. These values belong to the single-configuration free ion with hydrogenic Slater ratios. A crystal field that is not small against the interval to the next \(J\) level can mix levels of different \(J\) and so change \(w\). Relation (1) survives, because it is an operator identity for the shell; if the number of \(f\) electrons fluctuates, \(n\) is read as its mean.

## Computed results

```
hydrogenic 4f F2,F4,F6 [Z e^2/2a0]: 0.056280 0.037604 0.027821
F4/F2 = 0.66815  F6/F2 = 0.49432 ; w in hbar^2, a, b, x dimensionless
 n 2S  L 2J dimJ  w_LS   w_jj       a        b     x_half
 1  1  3  5   1  -2.00  -2.00     0.000  0.000000     nan
 2  2  5  8   3  -3.00  -4.00   -89.255  0.000261  0.0087
 3  3  6  9   7  -3.50  -6.00   -94.418  0.002192  0.0187
 4  4  6  8  19  -3.50  -8.00   -89.350  0.004957  0.0311
 5  5  5  5  28  -3.00 -10.00  -105.464  0.005612  0.0324
 6  6  3  0  14  -2.00 -12.00  -116.010  0.005654  0.0298
 7  7  0  7  50   0.00 -10.50   -75.768  0.008706  0.0615
 8  6  3 12  38  -1.50  -9.00   -86.023  0.007844  0.0472
 9  5  5 15  16  -2.50  -7.50   -89.742  0.004510  0.0337
10  4  6 16   7  -3.00  -6.00   -78.536  0.003104  0.0253
11  3  6 15   3  -3.00  -4.50   -37.101  0.003791  0.0293
12  2  5 12   2  -2.50  -3.00   -11.540  0.002365  0.0335
13  1  3  7   1  -1.50  -1.50     0.000  0.000000     nan
 n w at x=  0.005   0.010   0.020   0.050   0.100   0.200   0.500
 1         -2.000  -2.000  -2.000  -2.000  -2.000  -2.000  -2.000
 2         -3.342  -3.546  -3.757  -3.930  -3.979  -3.994  -3.999
 3         -3.929  -4.281  -4.805  -5.535  -5.842  -5.954  -5.992
 4         -3.932  -4.335  -5.063  -6.603  -7.541  -7.881  -7.981
 5         -3.530  -4.065  -5.155  -8.053  -9.529  -9.885  -9.980
 6         -2.612  -3.301  -4.995 -10.077 -11.610 -11.903 -11.982
 7         -0.379  -0.760  -1.535  -4.101  -8.756 -10.271 -10.468
 8         -1.924  -2.337  -3.142  -5.458  -7.955  -8.797  -8.970
 9         -2.935  -3.345  -4.100  -5.835  -6.992  -7.381  -7.482
10         -3.372  -3.705  -4.260  -5.225  -5.729  -5.925  -5.988
11         -3.174  -3.326  -3.574  -4.012  -4.286  -4.428  -4.486
12         -2.554  -2.600  -2.676  -2.812  -2.907  -2.964  -2.992
13         -1.500  -1.500  -1.500  -1.500  -1.500  -1.500  -1.500
 n  n5(LS) n5(.02) n7(.02) n5(.05) n7(.05) n5(.2) n5(jj)
 1   1.000   1.000   0.000   1.000   0.000  1.000  1.000
 2   1.714   1.930   0.070   1.980   0.020  1.998  2.000
 3   2.286   2.659   0.341   2.867   0.133  2.987  3.000
 4   2.714   3.161   0.839   3.601   0.399  3.966  4.000
 5   3.000   3.616   1.384   4.444   0.556  4.967  5.000
 6   3.143   3.999   2.001   5.451   0.549  5.972  6.000
 7   3.000   3.438   3.562   4.172   2.828  5.935  6.000
 8   3.857   4.326   3.674   4.988   3.012  5.942  6.000
 9   4.571   5.028   3.972   5.524   3.476  5.966  6.000
10   5.143   5.503   4.497   5.779   4.221  5.979  6.000
11   5.571   5.735   5.265   5.860   5.140  5.979  6.000
12   5.857   5.907   6.093   5.946   6.054  5.990  6.000
13   6.000   6.000   7.000   6.000   7.000  6.000  6.000
f7: Delta_P/F2 = 0.36955, -28 F2/Delta_P = -75.768
f6: v0,v2,v4 [F2] = 0.18288 0.02966 0.01387, b6 = 0.005654
(7/2)^2: E4-E6 = 0.02585 F2 ; f12: D = 0.25997 F2
ratios 0.15, 0.50, f12: crossing x = 1.4212, w(J=6) = -2.999132, w(J=4) = -2.999928
example: F2,F4,F6 = 8.000 5.345 3.955 eV, zeta = 0.40 eV, x = 0.050
f6: w=-10.0771 n5=5.4506 n7=0.5494 Hund weight=0.3444 <S^2>=7.1185
f6: LS estimate w=-7.8005, jj estimate w=-9.7385
f7: w=-4.1011 n5=4.1718 n7=2.8282 Hund weight=0.7425 <S^2>=13.7410
f7: LS estimate w=-3.7884, jj estimate w=-7.0177
f12: w=-2.8125 n5=5.9464 n7=6.0536 Hund weight=0.9765 <S^2>=1.9529
f12: LS estimate w=-3.0770, jj estimate w=-2.0542
f7 Delta_P = 2.9564 eV = 23845 cm^-1
f6 E(J=1)-E(J=0) = 0.5538 eV = 4467 cm^-1; LS zeta/6 = 0.0667 eV
f12: D = 2.0798 eV, R = 3.2319 eV, closed-form w = -2.8125
```
